# PAW overlaps between neighbouring k points and their augmentation phase

## Definitions and conventions

Let $\psi_{n\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r)$ be an all-electron Bloch function of a one-electron Hamiltonian, with $u_{n\mathbf k}$ cell periodic and $\psi_{n\mathbf k}$ normalised to one in a unit cell. The quantity sought is

$$M_{mn}(\mathbf k,\mathbf b)=\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf b}\rangle=\int_{\rm cell}u^*_{m\mathbf k}u_{n,\mathbf k+\mathbf b}\,d^3r .$$

Such overlaps enter Berry phases and Wannier functions. Inserting $u=e^{-i\mathbf k\cdot\mathbf r}\psi$ for the first state and $u=e^{-i(\mathbf k+\mathbf b)\cdot\mathbf r}\psi$ for the second gives the factor $e^{i\mathbf k\cdot\mathbf r}e^{-i(\mathbf k+\mathbf b)\cdot\mathbf r}=e^{-i\mathbf b\cdot\mathbf r}$, so that

$$M_{mn}(\mathbf k,\mathbf b)=\int_{\rm cell}\psi^*_{m\mathbf k}\,e^{-i\mathbf b\cdot\mathbf r}\,\psi_{n,\mathbf k+\mathbf b}\,d^3r. \tag{1}$$

In the projector augmented-wave (PAW) method a smooth function $\tilde\psi$ is what plane waves represent. Atom $a$ at $\boldsymbol\tau_a$ carries partial waves $\phi_i^a$, smooth partial waves $\tilde\phi_i^a$ and projectors $p_i^a$, all functions of $\mathbf y=\mathbf r-\boldsymbol\tau_a$. The projectors vanish outside a sphere around the atom, $\phi_i=\tilde\phi_i$ outside it, and $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. The all-electron function is reconstructed as

$$\psi=\tilde\psi+\sum_{a,i}(\phi_i^a-\tilde\phi_i^a)\,c_i^a,\qquad c_i^a=\langle p_i^a|\tilde\psi\rangle, \tag{2}$$

where the sum runs over all atoms of the crystal. The coefficient $c_i^a$ is the projection of the full Bloch function, including its factor $e^{i\mathbf k\cdot\mathbf r}$. Finally, define

$$Q^a_{ij}(\mathbf y)=\phi_i^{a*}\phi_j^a-\tilde\phi_i^{a*}\tilde\phi_j^a,\qquad Q^a_{ij}(\mathbf b)=\int Q^a_{ij}(\mathbf y)e^{-i\mathbf b\cdot\mathbf y}d^3y . \tag{3}$$

The result to be derived is

$$M_{mn}(\mathbf k,\mathbf b)=\langle\tilde u_{m\mathbf k}|\tilde u_{n,\mathbf k+\mathbf b}\rangle+\sum_a e^{-i\mathbf b\cdot\boldsymbol\tau_a}\sum_{ij}c^{a*}_{i,m\mathbf k}\,Q^a_{ij}(\mathbf b)\,c^a_{j,n\mathbf k+\mathbf b}, \tag{4}$$

with $a$ now running over the atoms of one cell.

## First derivation: reconstructing the wavefunctions

Assume that the spheres, including those of periodic images, do not overlap. The integrand of (1) equals $u^*_{m\mathbf k}u_{n,\mathbf k+\mathbf b}$ and is cell periodic, so any region that tiles the crystal may serve as the cell. Choose one that contains each of its spheres whole.

Abbreviate the two states by 1 and 2. Inside the sphere of one atom only that atom's correction is present. Write $\delta_i=\phi_i-\tilde\phi_i$ and $\Delta=\sum_i\delta_ic_i$, so that $\psi=\tilde\psi+\Delta$ and

$$\psi_1^*\psi_2-\tilde\psi_1^*\tilde\psi_2=\tilde\psi_1^*\Delta_2+\Delta_1^*\tilde\psi_2+\Delta_1^*\Delta_2. \tag{5}$$

A finite set of smooth partial waves need not span $\tilde\psi$ inside the sphere. Let $\eta$ be what is missing:

$$\tilde\psi=\sum_i\tilde\phi_ic_i+\eta .$$

Inserting this into (5) gives

$$\psi_1^*\psi_2-\tilde\psi_1^*\tilde\psi_2=\sum_{ij}c_{1i}^*c_{2j}\left[\tilde\phi_i^*\delta_j+\delta_i^*\tilde\phi_j+\delta_i^*\delta_j\right]+\eta_1^*\Delta_2+\Delta_1^*\eta_2 .$$

The three terms in the bracket are

$$\tilde\phi_i^*\delta_j=\tilde\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j,\qquad \delta_i^*\tilde\phi_j=\phi_i^*\tilde\phi_j-\tilde\phi_i^*\tilde\phi_j,$$

$$\delta_i^*\delta_j=\phi_i^*\phi_j-\phi_i^*\tilde\phi_j-\tilde\phi_i^*\phi_j+\tilde\phi_i^*\tilde\phi_j .$$

In their sum the mixed products cancel, and of the three $\tilde\phi_i^*\tilde\phi_j$ terms one survives with a minus sign. The bracket is therefore $\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j=Q_{ij}(\mathbf y)$.

Now multiply by $e^{-i\mathbf b\cdot\mathbf r}$ and integrate. With $\mathbf r=\boldsymbol\tau_a+\mathbf y$ the exponential factorises,

$$e^{-i\mathbf b\cdot\mathbf r}=e^{-i\mathbf b\cdot\boldsymbol\tau_a}e^{-i\mathbf b\cdot\mathbf y},$$

and the second factor turns $Q_{ij}(\mathbf y)$ into $Q_{ij}(\mathbf b)$. The term $\tilde\psi_1^*\tilde\psi_2e^{-i\mathbf b\cdot\mathbf r}$, integrated over the whole cell, is $\langle\tilde u_1|\tilde u_2\rangle$. The overlap of the reconstructed functions is thus the right side of (4) plus

$$R=\sum_a\int_a e^{-i\mathbf b\cdot\mathbf r}\left(\eta_1^*\Delta_2+\Delta_1^*\eta_2\right)d^3r. \tag{6}$$

If the smooth partial waves span both smooth states inside the spheres, $\eta_1=\eta_2=0$, then $R=0$ and (4) follows. If they do not, (4) omits a term that is linear in the missing parts.

## Second derivation: the transition density

The second route uses no reconstructed wavefunction. It starts from the rule that gives the electron density in terms of the smooth functions and their projections. Take a periodic supercell of $N$ cells that accommodates both $\mathbf k$ and $\mathbf k+\mathbf b$. To every smooth function $f$ on it the rule assigns the density

$$n[f](\mathbf r)=|f(\mathbf r)|^2+\sum_{\mathbf R,a,ij}c_{i}^{a\mathbf R*}\,Q^a_{ij}(\mathbf r-\mathbf R-\boldsymbol\tau_a)\,c_{j}^{a\mathbf R}, \tag{7}$$

where $c_i^{a\mathbf R}$ is the projection of $f$ on the projector centred at $\mathbf R+\boldsymbol\tau_a$. Here $Q_{ij}(\mathbf y)$ may be any given localised functions with $Q_{ij}^*=Q_{ji}$, which keeps the density real.

The density is quadratic in $f$: $n[f]=B(f,f)$, where $B(f,g)$ is linear in $g$ and antilinear in $f$. Densities of superpositions fix $B$ completely. Expanding for $s=0,1,2,3$,

$$n[f+i^sg]=B(f,f)+B(g,g)+i^sB(f,g)+i^{-s}B(g,f).$$

Multiply by $i^{-s}/4$ and sum over $s$. The first two terms vanish because $\sum_si^{-s}=0$, and the last because $\sum_si^{-2s}=0$. What remains is

$$B(f,g)=\tfrac14\sum_{s=0}^3i^{-s}\,n[f+i^sg]. \tag{8}$$

If the rule gives the true density of every superposition of two states, then $B(\tilde\psi_1,\tilde\psi_2)$ is their true transition density $\psi_1^*\psi_2$, since (8) applied to $|\psi_1+i^s\psi_2|^2$ gives that product. Because $e^{-i\mathbf b\cdot\mathbf r}$ is a local operator, the transition density is all that is needed:

$$M=\frac1N\int_{\rm supercell}e^{-i\mathbf b\cdot\mathbf r}\,B(\tilde\psi_1,\tilde\psi_2)\,d^3r .$$

The division by $N$ matches the normalisation in one cell. From (7),

$$B(\tilde\psi_1,\tilde\psi_2)=\tilde\psi_1^*\tilde\psi_2+\sum_{\mathbf R,a,ij}c_{1i}^{a\mathbf R*}Q^a_{ij}(\mathbf r-\mathbf R-\boldsymbol\tau_a)c_{2j}^{a\mathbf R}.$$

The first term gives $N$ equal cell integrals, hence $\langle\tilde u_1|\tilde u_2\rangle$. In the second, Bloch's theorem relates the projections in different cells: $c_1^{a\mathbf R}=e^{i\mathbf k\cdot\mathbf R}c_1^{a}$ and $c_2^{a\mathbf R}=e^{i(\mathbf k+\mathbf b)\cdot\mathbf R}c_2^{a}$. Setting $\mathbf r=\mathbf R+\boldsymbol\tau_a+\mathbf y$, the phases of one term multiply to

$$e^{-i\mathbf k\cdot\mathbf R}\,e^{i(\mathbf k+\mathbf b)\cdot\mathbf R}\,e^{-i\mathbf b\cdot(\mathbf R+\boldsymbol\tau_a)}=e^{-i\mathbf b\cdot\boldsymbol\tau_a}. \tag{9}$$

The lattice vector has dropped out, so the $N$ cells contribute equally and (4) results again. Equation (9) also shows that the choice of home-cell representative of an atom is immaterial, provided that its position and its projections refer to the same representative.

## What each derivation assumes

The first derivation needs partial waves, spheres that do not overlap, and smooth states spanned by the $\tilde\phi_i$. In return it gives the remainder (6). If spheres overlapped, products $\Delta_a^*\Delta_{a'}$ of corrections on different atoms would appear in (5), and (4) has no place for them.

The second derivation needs only the quadratic rule (7). Its algebra holds for overlapping augmentation charges and for functions $Q_{ij}(\mathbf y)$ that are not differences of partial-wave products, such as smoothed ultrasoft charges. It shows that (4) is the overlap consistent with the density used in the calculation. By itself it cannot say how far that density is from the all-electron one. The first route supplies a part of the answer, the difference (6) from the overlap of the reconstructed functions; how far these are from the true all-electron functions has to be tested separately.

## The limit b = 0 and the S operator

At $\mathbf b=0$ the phase is one and $Q_{ij}(0)=q_{ij}=\int Q_{ij}(\mathbf y)\,d^3y$. Equation (4) becomes

$$M_{mn}(\mathbf k,0)=\langle\tilde\psi_{m\mathbf k}|S|\tilde\psi_{n\mathbf k}\rangle=\delta_{mn},\qquad S=1+\sum_{a,ij}|p_i^a\rangle q^a_{ij}\langle p_j^a|, \tag{10}$$

with the matrix element taken per cell. The last equality is the normalisation of the generalised eigenproblem $\tilde H\tilde\psi=ES\tilde\psi$. The augmented overlap is thus the extension of the $S$ matrix element to finite $\mathbf b$.

To first order, $e^{-i\mathbf b\cdot\mathbf y}\approx1-i\mathbf b\cdot\mathbf y$ gives

$$Q_{ij}(\mathbf b)\approx q_{ij}-i\mathbf b\cdot\mathbf d_{ij},\qquad \mathbf d_{ij}=\int\mathbf y\,Q_{ij}(\mathbf y)\,d^3y .$$

Replacing $Q_{ij}(\mathbf b)$ by $q_{ij}$ therefore loses the on-site dipoles already at first order, the order that determines Berry phases. How much is lost depends on the system. In the one-dimensional crystal below the replacement moves the band centre by only $6\times10^{-5}$ bohr on four $k$ points and by less than $10^{-6}$ bohr on 64.

Complex conjugation of (3) gives $Q_{ij}(-\mathbf b)=Q_{ji}(\mathbf b)^*$. With it, (4) satisfies $M_{nm}(\mathbf k+\mathbf b,-\mathbf b)=M_{mn}(\mathbf k,\mathbf b)^*$, as an overlap must.

## Where the phase belongs

If the whole crystal is displaced by $\mathbf s$, so that $\psi(\mathbf r)\to\psi(\mathbf r-\mathbf s)$, equation (1) acquires the factor $e^{-i\mathbf b\cdot\mathbf s}$. The smooth part of (4) acquires it for the same reason. The projections do not change, because projectors and states move together. The factor $e^{-i\mathbf b\cdot\boldsymbol\tau_a}$ makes the augmentation part follow. Without it the two parts would turn against each other, and even the modulus $|M_{mn}|$ would depend on the choice of origin.

Some implementations project the periodic part on an atom-centred function instead:

$$f_i^a=\int p_i^{a*}(\mathbf y)\,e^{i\mathbf k\cdot\mathbf y}\,\tilde u_{\mathbf k}(\boldsymbol\tau_a+\mathbf y)\,d^3y .$$

Since $\tilde\psi_{\mathbf k}(\boldsymbol\tau_a+\mathbf y)=e^{i\mathbf k\cdot\boldsymbol\tau_a}e^{i\mathbf k\cdot\mathbf y}\tilde u_{\mathbf k}(\boldsymbol\tau_a+\mathbf y)$, one has $c_i^a=e^{i\mathbf k\cdot\boldsymbol\tau_a}f_i^a$. Then

$$e^{-i\mathbf b\cdot\boldsymbol\tau_a}c_{1i}^*c_{2j}=e^{-i\mathbf b\cdot\boldsymbol\tau_a}e^{-i\mathbf k\cdot\boldsymbol\tau_a}e^{i(\mathbf k+\mathbf b)\cdot\boldsymbol\tau_a}f_{1i}^*f_{2j}=f_{1i}^*f_{2j}. \tag{11}$$

In this convention the phase is already contained in the projections and must not be applied again.

At the zone boundary a closed loop of $k$ points needs $u_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{\mathbf k}$, which follows from choosing $\psi_{\mathbf k+\mathbf G}=\psi_{\mathbf k}$. The plane-wave coefficients are then relabelled, $C_{\mathbf k+\mathbf G}(\mathbf G')=C_{\mathbf k}(\mathbf G'+\mathbf G)$, while the projections $c_i^a$ stay the same.

## Angular form and smoothed charges

In three dimensions let $\phi_i=R_i(r)Y_i(\hat{\mathbf y})$ with real spherical harmonics, where $r=|\mathbf y|$ and $Y_i$ has the angular momentum of channel $i$. The plane wave expands as

$$e^{-i\mathbf b\cdot\mathbf y}=4\pi\sum_{LM}(-i)^Lj_L(br)Y_{LM}(\hat{\mathbf b})Y_{LM}(\hat{\mathbf y}).$$

Inserting this into (3) separates the angular integral $G_{ij}^{LM}=\int Y_iY_jY_{LM}\,d\Omega$ from a radial one:

$$Q_{ij}(\mathbf b)=4\pi\sum_{LM}(-i)^LY_{LM}(\hat{\mathbf b})G_{ij}^{LM}\int\Delta F_{ij}(r)j_L(br)\,dr,\quad \Delta F_{ij}=r^2(R_iR_j-\tilde R_i\tilde R_j). \tag{12}$$

For two $p_z$ functions, $Y_{10}^2=(1+2P_2)/4\pi$ contains $L=0$ and $L=2$. With $\beta$ the angle between $\mathbf b$ and the $z$ axis,

$$Q_{p_zp_z}(\mathbf b)=\int\Delta F\,\left[j_0(br)-2P_2(\cos\beta)\,j_2(br)\right]dr ,$$

where the minus sign is $(-i)^2$. As a check of (12), take a sphere of radius 1 bohr, $\tilde R_s=1$, $R_s=1+2(1-r^2)^3$, $\tilde R_p=r$ and $R_p=r[1+3(1-r^2)^3]$, with $r$ in bohr, and $\mathbf b=(0.6,0,0.8)$ bohr$^{-1}$. The series gives $Q_{ss}=0.28241$, $Q_{sp_z}=-0.04161\,i$ and $Q_{p_zp_z}=0.10999$ for these unnormalised functions. Direct three-dimensional quadrature of (3) gives the same values.

An ultrasoft calculation may replace $\Delta F$ by a smoother $\Delta F'$ with the same moment $\int r^L\Delta F\,dr$ in each $L$ component. From

$$j_L(x)=\frac{x^L}{(2L+1)!!}\left[1-\frac{x^2}{2(2L+3)}+\dots\right]$$

the leading terms cancel in the difference, which starts at order $b^{L+2}$ unless the next moment happens to agree too. With $\Delta F'\propto r^{L+2}(1-r^2)^2$ and the $ss$, $sp$ and $pp$ functions above for $L=0,1,2$, the orders measured between $b=0.1$ and $0.2$ bohr$^{-1}$ are 1.998, 2.999 and 3.999. The monopole is preserved, so $S$ does not change, and the dipole that enters at first order is preserved as well.

## A one-dimensional crystal

The derivations hold in any dimension, and one dimension allows a strict comparison with all-electron overlaps. In Hartree atomic units take a cell of length $a=6$ bohr with wells $-V_je^{-(x-\tau_j)^2/w^2}$, where $V=3.0$ and $2.5$ hartree, $\tau=1.5$ and $4.0$ bohr, and $w=0.2$ bohr. The augmentation radius is 1 bohr. Four $k$ points give $b=2\pi/(4a)=0.2618$ bohr$^{-1}$.

Each atom has one even and one odd partial wave, both solved at a single energy $\varepsilon$. The smooth partial waves are polynomials that join $\phi_i$ at the sphere boundary up to the third derivative. With $T=-\tfrac12d^2/dx^2$ and the smooth local potential $\tilde v=2(1-y^2)^4$ hartree ($y$ in bohr from the atom, zero outside the sphere), define inside the sphere

$$\chi_j=(T+\tilde v-\varepsilon)\tilde\phi_j,\qquad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\qquad p_i=\sum_k\chi_k(B^{-1})_{ki}.$$

These projectors satisfy $\langle\tilde\phi_j|p_i\rangle=\delta_{ij}$ and $\sum_ip_iB_{ij}=\chi_j$. The atomic strengths in $\tilde H=T+\tilde v+\sum|p_i\rangle D_{ij}\langle p_j|$ are the differences of the energy matrix elements of $\phi$ and $\tilde\phi$, that is $D_{ij}=\varepsilon q_{ij}-B_{ij}$. Hence

$$(\tilde H-\varepsilon S)\tilde\phi_j=\chi_j+\sum_ip_i(D_{ij}-\varepsilon q_{ij})=\chi_j-\sum_ip_iB_{ij}=0 .$$

At the energy $\varepsilon$ each smooth partial wave thus solves the PAW equation inside its sphere.

**A pair at the reference energy.** For a real potential the states at $-b/2$ and $+b/2$ are degenerate. Choose their lowest all-electron energy, $-0.48017$ hartree, as $\varepsilon$. Inside a sphere the PAW equation at this energy reads $(T+\tilde v-\varepsilon)\tilde\psi=\sum_j\chi_jc_j$, and the right side equals $(T+\tilde v-\varepsilon)\sum_j\tilde\phi_jc_j$. The missing part therefore obeys $(T+\tilde v-\varepsilon)\eta=0$. This second-order equation has one even and one odd solution, and the two conditions $\langle p_i|\eta\rangle=0$ exclude both, barring an accidental orthogonality. Hence $\eta=0$, and (4) should reproduce the complex all-electron overlap. To compare phases, both kinds of wavefunction are made positive at $x=0$, which lies between the spheres, where they coincide. The sum is

$$(0.83612-0.14938\,i)+(0.14061-0.02328\,i)=0.97673-0.17266\,i .$$

The first bracket is the smooth part and the second the augmentation. The all-electron value differs from the total by $8\times10^{-10}$ in modulus, a numerical residue of the discretisation. The atom-centred form (11) gives the same total. With Bloch projections and the phase omitted, the result is $0.96769-0.09831\,i$, which differs from the correct complex number by $0.075$ in absolute value, or about 8% of $|M|$.

At $b=0$ the smooth norm of the state at $b/2$ is $0.8566$ and the augmentation $0.1434$. Their sum is one, as (10) requires.

**A pair away from it.** The state at $3b/2$ lies at $-0.44731$ hartree, about $0.033$ hartree above $\varepsilon$, and the partial waves no longer span it. For the pair $b/2$, $3b/2$ the PAW overlap differs from the all-electron one by $2.5\times10^{-5}$ in modulus, while $|R|=1.2\times10^{-4}$. The remainder is thus not the error against the all-electron overlap. It separates (4) from the overlap of the reconstructed functions, and these are not exactly normalised. Equation (10) fixes the norm through $S$, which leaves $\int|\psi|^2dx=1.00026$ for the reconstructed function at $3b/2$. Adding $R$ therefore makes the agreement worse in this case: $M+R$ is $1.5\times10^{-4}$ away from the all-electron value. Once the reconstructed functions are normalised, the distance falls to $2.3\times10^{-5}$, about the same as for (4). These numbers belong to the chosen dataset. As the height of $\tilde v$ runs from 0 to 8 hartree, $|R|$ falls from $2.2\times10^{-4}$ to $0.7\times10^{-4}$ and the error of (4) lies between $2.3\times10^{-5}$ and $4.5\times10^{-5}$, while $M+R$ stays farther from the all-electron value than $M$.

**The band centre.** For one band and a closed loop,

$$\bar x=-\frac{a}{2\pi}\,{\rm Im}\ln\prod_jM(k_j,b)\pmod a .$$

The sign follows from $M\approx e^{-ib\bar x}$ for a localised charge. The loop of four $k$ points gives $1.9274$ bohr from all-electron overlaps and $1.9275$ bohr from PAW overlaps. With 32 points both become $1.936$ bohr, so the coarse mesh causes a much larger error than the PAW overlaps do. The centre lies between the atoms, nearer to the deeper well.

With the phase omitted the centre comes out at $1.642$ bohr, too low by $0.285$ bohr. The size can be understood for small $b$. Leaving out $e^{-ib\tau_a}\approx1-ib\tau_a$ adds $ib\sum_aw_a\tau_a$ to $M$, where $w_a$ is the augmentation charge on atom $a$, and this lowers $\bar x$ by $\sum_aw_a\tau_a$. With a total of $0.1434$, taken from the state at $b/2$, the shift should lie between $0.1434\times1.5=0.22$ and $0.1434\times4.0=0.57$ bohr, as it does. The estimate contains the distance of the atoms from the origin, so the error is not a property of the crystal. The remaining values are in the numerical output below.

## Table of computed values

```
cell 6.0 bohr; atoms at 1.5, 4.0 bohr; sphere radius 1.0 bohr
well depths 3.0, 2.5 hartree; width 0.2 bohr; smooth bump 2.0 hartree
plane waves 121; k points 4; b = 0.261799 1/bohr
reference energy = -0.48017238 hartree
PAW energy at b/2 = -0.48017238 hartree
atom 1: q_even = 0.203694, q_odd = 0.003515 (partial-wave units)
atom 1: Q_even,even(b) = 0.203309, Q_even,odd(b) = -0.002247 i
atom 2: q_even = 0.177085, q_odd = 0.002979 (partial-wave units)
atom 2: Q_even,even(b) = 0.176738, Q_even,odd(b) = -0.001926 i
Pair -b/2, +b/2 (dimensionless overlaps):
  all-electron         0.9767265-0.1726622j
  smooth part          0.8361175-0.1493819j
  augmentation         0.1406090-0.0232803j
  PAW total            0.9767265-0.1726622j
  PAW, phase omitted   0.9676926-0.0983082j
  |PAW - all-electron| 7.6e-10
  |remainder|          1.6e-13
  atom-centred form    0.9767265-0.1726622j
b=0: smooth norm = 0.856602, augmentation = 0.143398
b=0: reconstructed norm = 1.00000000
Pair b/2, 3b/2 (dimensionless overlaps):
  energy at 3b/2: all-electron -0.4473075, PAW -0.4472752 hartree
  all-electron         0.8953558-0.3610267j
  PAW total            0.8953796-0.3610339j
  |PAW - all-electron| 2.5e-05
  |remainder|          1.2e-04
band centre, all-electron       = 1.92743 bohr
band centre, PAW                = 1.92752 bohr
band centre, PAW, phase omitted = 1.64214 bohr
3D model: b = (0.6, 0.0, 0.8) 1/bohr
  Q_s,s(b): series 0.2824068+0.0000000j, quadrature 0.2824068+0.0000000j
  Q_s,pz(b): series 0.0000000-0.0416099j, quadrature 0.0000000-0.0416099j
  Q_pz,pz(b): series 0.1099940+0.0000000j, quadrature 0.1099940+0.0000000j
  smoothed charge, L=0: error order in b = 1.998
  smoothed charge, L=1: error order in b = 2.999
  smoothed charge, L=2: error order in b = 3.999
```
